# Linewidth bias from a small angular spread in grating reflectometry: a program that tests the result

```python
"""
Result under test: if a grating is lit over a uniform in-plane angular range
theta0 +/- delta but analysed as if lit at theta0 only, the fitted line width
differs from the true one by
    bias = delta^2 * R'' / (6 * R_w)          (fitted minus true)
R    zero-order reflectance for a plane wave
R''  second derivative of R with respect to incidence angle (per rad^2)
R_w  derivative of R with respect to line width (per nm)
delta  half-width of the angular range (rad)
Lengths are in nm. Fields vary as exp(-i omega t); the electric field lies
along the lines. The reflectance comes from a full vector Fourier-mode solver,
so rays tilted out of the plane of incidence can be treated as well.
"""
import numpy as np
from scipy.linalg import toeplitz
from scipy.optimize import brentq, least_squares

PERIOD, WIDTH, HEIGHT = 100.0, 50.0, 100.0
WAVELENGTH = 633.0
N_LINE, N_SUB = 1.6, 3.9 + 0.02j
DEG = np.pi / 180
THETA0, DELTA = 65 * DEG, 3 * DEG


def incident_vectors(theta, tilt):
    """Unit wavevector and field after an out-of-plane rotation by tilt."""
    in_plane = np.array([np.sin(theta), 0.0, np.cos(theta)])
    along_lines = np.array([0.0, 1.0, 0.0])
    k = np.cos(tilt) * in_plane + np.sin(tilt) * along_lines
    e = np.cos(tilt) * along_lines - np.sin(tilt) * in_plane
    return k, e


def reflectance(theta, width, tilt=0.0, height=HEIGHT, n_line=N_LINE,
                wavelength=WAVELENGTH, period=PERIOD, n_sub=N_SUB,
                orders=5, with_transmission=False):
    k, e = incident_vectors(theta, tilt)
    m = np.arange(-orders, orders + 1)
    size = len(m)
    kx, ky = k[0] + m * wavelength / period, k[1]
    Kx, one = np.diag(kx), np.eye(size)
    fill = width / period
    j = np.arange(size)
    shape = fill * np.sinc(j * fill)
    eps = toeplitz((n_line**2 - 1) * shape + (j == 0))
    eps_normal = np.linalg.inv(toeplitz((n_line**-2 - 1) * shape + (j == 0)))
    inv_eps = np.linalg.inv(eps)

    def e_to_h(exx, eyy):
        return np.block([[ky * Kx, eyy - Kx @ Kx],
                         [ky**2 * one - exx, -ky * Kx]])

    h_to_e = np.block([[ky * Kx @ inv_eps, one - Kx @ inv_eps @ Kx],
                       [ky**2 * inv_eps - one, -ky * inv_eps @ Kx]])
    Q = e_to_h(eps_normal, eps)
    eigenvalues, W = np.linalg.eig(h_to_e @ Q)
    q = np.sqrt(-eigenvalues + 0j)
    q = np.where(q.real + q.imag < 0, -q, q)      # decaying or downward waves
    V = Q @ W / (1j * q)
    X = np.exp(1j * q * 2 * np.pi * height / wavelength)

    def half_space(eps_value):
        kz = np.sqrt(eps_value - kx**2 - ky**2 + 0j)
        return e_to_h(eps_value * one, eps_value * one) / (1j * np.tile(kz, 2))

    V_air, V_sub = half_space(1.0), half_space(n_sub**2)
    incident = np.zeros(2 * size, complex)
    incident[orders], incident[size + orders] = e[0], e[1]
    top_down, top_up = V + V_air @ W, (V_air @ W - V) * X
    low_down, low_up = (V - V_sub @ W) * X, -V - V_sub @ W
    system = np.block([[top_down, top_up], [low_down, low_up]])
    rhs = np.concatenate([2 * V_air @ incident, np.zeros(2 * size)])
    down, up = np.split(np.linalg.solve(system, rhs), 2)
    r = W @ (down + X * up) - incident
    rx, ry = r[orders], r[size + orders]
    rz = (k[0] * rx + k[1] * ry) / k[2]
    R = abs(rx)**2 + abs(ry)**2 + abs(rz)**2
    if not with_transmission:
        return R
    t = W @ (X * down + up)
    h = V_sub @ t
    flux = np.sum(1j * (t[:size] * h[size:].conj() - t[size:] * h[:size].conj()))
    return R, flux.real / k[2]


def real_space_reflectance(theta, width, period, cells):
    """Scalar finite-difference solution, field along the lines."""
    k0 = 2 * np.pi / WAVELENGTH
    step, depth = k0 * period / cells, k0 * HEIGHT
    x = (np.arange(cells) + 0.5) * step
    eps = np.where(x < k0 * width, N_LINE**2, 1.0)
    operator = np.diag(eps - 2 / step**2).astype(complex)
    operator += (np.eye(cells, k=1) + np.eye(cells, k=-1)) / step**2
    phase = np.exp(1j * np.sin(theta) * k0 * period)
    operator[-1, 0] += phase / step**2
    operator[0, -1] += phase.conjugate() / step**2
    a, U = np.linalg.eigh(operator)
    q = np.sqrt(a + 0j)
    C = (U * (q * np.cos(q * depth) / np.sin(q * depth))) @ U.conj().T
    S = (U * (q / np.sin(q * depth))) @ U.conj().T
    m = np.arange(-(cells // 2), cells - cells // 2)
    kx = np.sin(theta) + m * WAVELENGTH / period
    F = np.exp(1j * np.outer(x, kx)) / np.sqrt(cells)
    B_air = (F * np.sqrt(1 - kx**2 + 0j)) @ F.conj().T
    B_sub = (F * np.sqrt(N_SUB**2 - kx**2)) @ F.conj().T
    inc = np.exp(1j * np.sin(theta) * x)
    system = np.block([[C - 1j * B_air, -S], [-S, C - 1j * B_sub]])
    rhs = np.concatenate([-2j * B_air @ inc, np.zeros(cells)])
    top = np.linalg.solve(system, rhs)[:cells]
    return abs(np.vdot(inc, top - inc) / cells)**2


def film_reflectance(theta, tilt):
    """Closed formula for a uniform film, field split into s and p parts."""
    k, e = incident_vectors(theta, tilt)
    kt2 = k[0]**2 + k[1]**2
    s_part = (-k[1] * e[0] + k[0] * e[1])**2 / kt2
    eps = np.array([1.0, N_LINE**2, N_SUB**2])
    kz = np.sqrt(eps - kt2 + 0j)
    turn = np.exp(2j * kz[1] * 2 * np.pi * HEIGHT / WAVELENGTH)
    powers = []
    for y in (kz, kz / eps):
        r01, r12 = (y[0] - y[1]) / (y[0] + y[1]), (y[1] - y[2]) / (y[1] + y[2])
        powers.append(abs((r01 + r12 * turn) / (1 + r01 * r12 * turn))**2)
    return s_part * powers[0] + (1 - s_part) * powers[1]


def derivatives(f, x0, step):
    """Value and first four derivatives from a seven-point polynomial."""
    s = np.arange(-3, 4)
    c = np.linalg.solve(np.vander(s, increasing=True).astype(float),
                        np.array([f(x0 + i * step) for i in s]))
    return c[:5] * np.array([1, 1, 2, 6, 24]) / step**np.arange(5)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(8)
WEIGHTS = WEIGHTS / 2


def cone_average(theta, delta, slope=0.0):
    return sum(g * (1 + slope * u) * reflectance(theta + delta * u, WIDTH)
               for u, g in zip(NODES, WEIGHTS))


def refit_bias(measured, **model):
    """Width found by the single-angle model, minus the true width."""
    return brentq(lambda w: reflectance(THETA0, w, **model) - measured,
                  40, 60, xtol=1e-11) - WIDTH


# ---- checks of the reflectance solver
R0 = reflectance(THETA0, WIDTH)
R_grid = real_space_reflectance(THETA0, WIDTH, PERIOD, 100)
assert abs(R0 - R_grid) < 1e-3
R_wide = reflectance(THETA0, 200.0, period=400.0)
R_wide_grid = real_space_reflectance(THETA0, 200.0, 400.0, 200)
assert abs(R_wide - R_wide_grid) < 1e-3
# a fill just below one keeps the two polarizations numerically distinct
film = reflectance(THETA0, PERIOD * (1 - 1e-6), tilt=0.2)
assert abs(film - film_reflectance(THETA0, 0.2)) < 1e-4
R_ll, T_ll = reflectance(THETA0, WIDTH, tilt=0.2, n_sub=3.9,
                         with_transmission=True)
assert abs(R_ll + T_ll - 1) < 1e-8
order_change = max(abs(reflectance(THETA0, WIDTH, tilt=v, orders=10)
                       - reflectance(THETA0, WIDTH, tilt=v)) for v in (0, 0.05))
assert order_change < 1e-3

# ---- in-plane spread: estimate against numerical average and refit
_, R1, R2, R3, R4 = derivatives(lambda a: reflectance(a, WIDTH), THETA0, DEG)
_, Rw, Rww, _, _ = derivatives(lambda w: reflectance(THETA0, w), WIDTH, 0.5)
shift_formula = DELTA**2 * R2 / 6
shift_average = cone_average(THETA0, DELTA) - R0
assert abs(shift_average / shift_formula - 1) < 0.02
rows = []
for half_width in (1.5 * DEG, DELTA, 6 * DEG):
    estimate = half_width**2 * R2 / (6 * Rw)
    refit = refit_bias(cone_average(THETA0, half_width))
    assert abs(estimate / refit - 1) < 0.02 * (half_width / DELTA)**2
    rows.append((half_width / DEG, estimate, refit))
bias, bias_refit = rows[1][1:]
fourth_term = DELTA**4 * R4 / (120 * Rw)
curvature_term = -Rww * bias**2 / (2 * Rw)
bias_next = bias + fourth_term + curvature_term
assert abs(bias_next / bias_refit - 1) < 1e-3

# ---- least squares over five angles
angles = np.array([55, 60, 65, 70, 75]) * DEG
curv = np.array([derivatives(lambda a: reflectance(a, WIDTH), t, DEG)[2]
                 for t in angles])
sens = np.array([derivatives(lambda w: reflectance(t, w), WIDTH, 0.5)[1]
                 for t in angles])
multi_formula = DELTA**2 / 6 * np.sum(sens * curv) / np.sum(sens**2)
data = np.array([cone_average(t, DELTA) for t in angles])
solution = least_squares(
    lambda p: np.array([reflectance(t, p[0]) for t in angles]) - data,
    [WIDTH], ftol=1e-14, xtol=1e-12, gtol=1e-14)
multi_refit = solution.x[0] - WIDTH
assert abs(multi_formula - multi_refit) < 0.005

# ---- spread out of the plane of incidence
Rvv = derivatives(lambda v: reflectance(THETA0, WIDTH, tilt=v), 0.0, DEG)[2]
square = sum(gu * gv * reflectance(THETA0 + DELTA * u, WIDTH, tilt=DELTA * v)
             for u, gu in zip(NODES, WEIGHTS) for v, gv in zip(NODES, WEIGHTS))
azimuths = 2 * np.pi * np.arange(12) / 12
disc = sum(g / 12 * reflectance(
    THETA0 + DELTA * np.sqrt((1 + s) / 2) * np.cos(p), WIDTH,
    tilt=DELTA * np.sqrt((1 + s) / 2) * np.sin(p))
    for s, g in zip(NODES, WEIGHTS) for p in azimuths)
square_formula = DELTA**2 * (R2 + Rvv) / (6 * Rw)
disc_formula = DELTA**2 * (R2 + Rvv) / (8 * Rw)
square_refit, disc_refit = refit_bias(square), refit_bias(disc)
assert abs(square_formula / square_refit - 1) < 0.03
assert abs(disc_formula / disc_refit - 1) < 0.03

# ---- uneven filling of the cone
SLOPE = 0.05
uneven_formula = SLOPE * DELTA * R1 / (3 * Rw)
uneven_refit = refit_bias(cone_average(THETA0, DELTA, SLOPE)) - bias_refit
assert abs(uneven_formula / uneven_refit - 1) < 0.05

# ---- other neglected effects, each found by a refit
ANGLE_ERR, HEIGHT_ERR, INDEX_ERR, BAND, SIGMA = 0.05, 0.5, 0.001, 5.0, 1.0
angle_bias = refit_bias(reflectance(THETA0 + ANGLE_ERR * DEG, WIDTH))
height_bias = refit_bias(R0, height=HEIGHT + HEIGHT_ERR)
index_bias = refit_bias(R0, n_line=N_LINE + INDEX_ERR)
band_bias = refit_bias(sum(
    g * reflectance(THETA0, WIDTH, wavelength=WAVELENGTH + BAND * u)
    for u, g in zip(NODES, WEIGHTS)))
rough_bias = refit_bias((reflectance(THETA0, WIDTH - SIGMA)
                         + reflectance(THETA0, WIDTH + SIGMA)) / 2)

# ---- failure near the angle where an order in air appears
PERIOD_2 = 400.0
threshold = np.arcsin(WAVELENGTH / PERIOD_2 - 1)


def coarse(angle):
    return reflectance(angle, PERIOD_2 / 2, period=PERIOD_2)


x24, g24 = np.polynomial.legendre.leggauss(24)
cusp_rows = []
for offset in (-0.2, 0.2):
    centre = threshold + offset * DEG
    total = 0.0
    for a, b in ((centre - DELTA, threshold), (threshold, centre + DELTA)):
        total += (b - a) / 2 * sum(
            g * coarse((a + b) / 2 + (b - a) / 2 * s) for s, g in zip(x24, g24))
    true_shift = total / (2 * DELTA) - coarse(centre)
    taylor = DELTA**2 * derivatives(coarse, centre, 0.03 * DEG)[2] / 6
    cusp_rows.append((offset, taylor, true_shift))
assert max(abs(t / s - 1) for _, t, s in cusp_rows) > 0.5

print(f"period, width, height: {PERIOD:.0f}, {WIDTH:.0f}, {HEIGHT:.0f} nm")
print(f"wavelength: {WAVELENGTH:.0f} nm; line index {N_LINE}; substrate {N_SUB}")
print(f"incidence angle: {THETA0/DEG:.0f} deg; half-width: {DELTA/DEG:.0f} deg")
print(f"half-width delta: {DELTA:.5f} rad; delta^2: {DELTA**2:.4e} rad^2")
print(f"R, mode solver: {R0:.5f}; real-space grid: {R_grid:.5f}")
print(f"R at period 400 nm, modes: {R_wide:.5f}; grid: {R_wide_grid:.5f}")
print(f"largest change of R with 21 instead of 11 orders: {order_change:.1e}")
print(f"R' : {R1:.4f} per rad")
print(f"R'': {R2:.4f} per rad^2")
print(f"R'''': {R4:.2f} per rad^4")
print(f"R_w : {Rw:.6f} per nm; R_ww: {Rww:.3e} per nm^2")
print(f"averaged shift of R, formula: {shift_formula:.4e}")
print(f"averaged shift of R, quadrature: {shift_average:.4e}")
for d, f, x in rows:
    print(f"half-width {d:.1f} deg: bias estimate {f:.4f} nm, refit {x:.4f} nm")
print(f"main bias: {bias:.4f} nm = {bias*1000:.1f} pm")
print(f"fourth-order angular term: {fourth_term:.5f} nm")
print(f"width-curvature term: {curvature_term:.5f} nm")
print(f"bias with both terms: {bias_next:.5f} nm; refit {bias_refit:.5f} nm")
for t, c, s in zip(angles, curv, sens):
    print(f"angle {t/DEG:.0f} deg: R'' {c:.4f} per rad^2, R_w {s:.6f} per nm, "
          f"bias {DELTA**2*c/(6*s):.4f} nm")
print(f"five-angle fit: estimate {multi_formula:.4f} nm, refit {multi_refit:.4f} nm")
print(f"out-of-plane curvature R_vv: {Rvv:.4f} per rad^2")
print(f"square window: estimate {square_formula:.4f} nm, refit {square_refit:.4f} nm")
print(f"round pupil: estimate {disc_formula:.4f} nm, refit {disc_refit:.4f} nm")
print(f"uneven filling g = {SLOPE}: estimate {uneven_formula:.4f} nm, "
      f"refit {uneven_refit:.4f} nm")
print(f"true mean angle {ANGLE_ERR} deg above assumed: {angle_bias:.4f} nm")
print(f"assumed height {HEIGHT_ERR} nm too large: {height_bias:.4f} nm")
print(f"assumed line index {INDEX_ERR} too large: {index_bias:.4f} nm")
print(f"uniform bandwidth of half-width {BAND:.0f} nm: {band_bias:.4f} nm")
print(f"width variation of {SIGMA:.0f} nm rms: {rough_bias:.4f} nm")
print(f"period {PERIOD_2:.0f} nm: threshold angle {threshold/DEG:.2f} deg")
for o, t, s in cusp_rows:
    print(f"centre {o:+.1f} deg from threshold: shift of R by formula {t:.3e}, "
          f"true {s:.3e}")
print("verified")
```

Output:

```
period, width, height: 100, 50, 100 nm
wavelength: 633 nm; line index 1.6; substrate (3.9+0.02j)
incidence angle: 65 deg; half-width: 3 deg
half-width delta: 0.05236 rad; delta^2: 2.7416e-03 rad^2
R, mode solver: 0.37322; real-space grid: 0.37322
R at period 400 nm, modes: 0.34792; grid: 0.34786
largest change of R with 21 instead of 11 orders: 2.7e-06
R' : 0.7156 per rad
R'': 2.1760 per rad^2
R'''': 14.66 per rad^4
R_w : -0.006028 per nm; R_ww: -4.294e-06 per nm^2
averaged shift of R, formula: 9.9426e-04
averaged shift of R, quadrature: 9.9518e-04
half-width 1.5 deg: bias estimate -0.0412 nm, refit -0.0412 nm
half-width 3.0 deg: bias estimate -0.1650 nm, refit -0.1651 nm
half-width 6.0 deg: bias estimate -0.6598 nm, refit -0.6624 nm
main bias: -0.1650 nm = -165.0 pm
fourth-order angular term: -0.00015 nm
width-curvature term: -0.00001 nm
bias with both terms: -0.16511 nm; refit -0.16511 nm
angle 55 deg: R'' 1.2955 per rad^2, R_w -0.005555 per nm, bias -0.1066 nm
angle 60 deg: R'' 1.6856 per rad^2, R_w -0.005847 per nm, bias -0.1317 nm
angle 65 deg: R'' 2.1760 per rad^2, R_w -0.006028 per nm, bias -0.1650 nm
angle 70 deg: R'' 2.7772 per rad^2, R_w -0.005999 per nm, bias -0.2115 nm
angle 75 deg: R'' 3.4899 per rad^2, R_w -0.005617 per nm, bias -0.2839 nm
five-angle fit: estimate -0.1797 nm, refit -0.1798 nm
out-of-plane curvature R_vv: 0.4518 per rad^2
square window: estimate -0.1992 nm, refit -0.1993 nm
round pupil: estimate -0.1494 nm, refit -0.1495 nm
uneven filling g = 0.05: estimate -0.1036 nm, refit -0.1039 nm
true mean angle 0.05 deg above assumed: -0.1038 nm
assumed height 0.5 nm too large: -0.5000 nm
assumed line index 0.001 too large: -0.1054 nm
uniform bandwidth of half-width 5 nm: 0.0034 nm
width variation of 1 nm rms: 0.0004 nm
period 400 nm: threshold angle 35.63 deg
centre -0.2 deg from threshold: shift of R by formula -2.360e-02, true 4.170e-03
centre +0.2 deg from threshold: shift of R by formula -2.298e-02, true 4.224e-03
verified
```
